# The Coulomb singularity in periodic Fock exchange and its weight, part 1

(Sections cited here and not found follow in the second part.)

## Part 1. The double sum and the weight of its singular term

### The decision at zero wavevector

A periodic exchange routine runs over two crystal momenta, $\mathbf k$ and $\mathbf k'$, and over reciprocal lattice vectors $\mathbf G$. When it reaches $\mathbf k'=\mathbf k$, $\mathbf G=0$, it asks for the Coulomb factor $4\pi/0$, and the programmer must decide which number to store there. Storing zero lets the program run and converges to the right energy, but slowly. In the model crystal of Part 2, a $4\times4\times4$ mesh then gives $-2.934$ hartree per cell, whereas the infinite crystal has $-3.404$ hartree: 14% of the exchange energy is missing. A finite number can be stored instead, and it can be computed before the orbitals are known, because orthonormality fixes the strength of the singularity.

### Conventions and the energy

Hartree atomic units are used. The crystal has a band gap and closed shells, with $N$ occupied spatial bands at every $\mathbf k$, each holding two electrons. The cell volume is $\Omega$. A uniform mesh of $N_k$ points samples one primitive cell of reciprocal space and corresponds to a supercell of volume $V=N_k\Omega$. The orbitals are

$$\psi_{n\mathbf k}(\mathbf r)=\frac{e^{i\mathbf k\cdot\mathbf r}}{\sqrt{N_k}}\,u_{n\mathbf k}(\mathbf r),\qquad \int_{\rm cell}u^*_{m\mathbf k}u_{n\mathbf k}\,d\mathbf r=\delta_{mn}. \tag{1}$$

The functions $u$ have the period of the lattice, so each $\psi$ has norm one on the supercell.

For a determinant of spin orbitals the exchange energy carries the prefactor $-\tfrac12$ and a sum over all pairs of occupied spin orbitals. The spin integrals leave pairs of equal spin. The two spins contribute equally in a closed shell, and the factor two cancels the one half. With the density matrix of one spin,

$$P(\mathbf r,\mathbf r')=\sum_{n\mathbf k}^{\rm occ}\psi_{n\mathbf k}(\mathbf r)\psi^*_{n\mathbf k}(\mathbf r'),$$

the energy per cell of the infinite crystal is therefore

$$E_x=-\int_{\rm cell}d\mathbf r\int_{\rm all}d\mathbf r'\,\frac{|P(\mathbf r,\mathbf r')|^2}{|\mathbf r-\mathbf r'|}, \tag{2}$$

where $P$ is taken in the limit $N_k\to\infty$.

This integral is finite. In that limit, $P(\mathbf r,\mathbf r'+\mathbf R)$ is a Fourier coefficient, with respect to $\mathbf k$, of the projector onto the occupied bands. For a local periodic potential with a gap, the projector can be continued to slightly complex $\mathbf k$, because the energy contour that separates occupied from empty states can still be drawn. Shifting the $\mathbf k$ integral into the complex region produces a factor that decays exponentially with $|\mathbf R|$. For a non-local mean-field Hamiltonian this analyticity is assumed here.

### From real space to pair densities

The Coulomb interaction is first damped to $e^{-\mu s}/s$ with $\mu>0$, so that every integral also exists on a finite mesh, where $|P|^2$ repeats from one supercell to the next. Its Fourier transform follows from the angular integral:

$$\int\frac{e^{-\mu s}}{s}e^{-i\mathbf Q\cdot\mathbf s}\,d\mathbf s=\frac{4\pi}{Q}\int_0^\infty e^{-\mu s}\sin(Qs)\,ds=\frac{4\pi}{Q^2+\mu^2}. \tag{3}$$

Multiplying $P$ by its complex conjugate gives

$$|P(\mathbf r,\mathbf r')|^2=\sum_{\mathbf k\mathbf k'}\sum_{nm}^{\rm occ}\rho(\mathbf r)\,\rho^*(\mathbf r'),\qquad \rho(\mathbf r)=\psi^*_{m\mathbf k'}(\mathbf r)\psi_{n\mathbf k}(\mathbf r),$$

where the four labels on each pair density $\rho$ are understood. By (1), $\rho$ is $e^{i(\mathbf k-\mathbf k')\cdot\mathbf r}/N_k$ times the lattice-periodic function $u^*_{m\mathbf k'}u_{n\mathbf k}$. The Fourier series of that function has the coefficients

$$M_{nm}(\mathbf k,\mathbf k';\mathbf G)=\int_{\rm cell}u^*_{m\mathbf k'}u_{n\mathbf k}\,e^{-i\mathbf G\cdot\mathbf r}\,d\mathbf r, \tag{4}$$

each divided by $\Omega$. Hence

$$\rho(\mathbf r)=\frac1V\sum_{\mathbf G}M_{nm}(\mathbf k,\mathbf k';\mathbf G)\,e^{i\mathbf Q\cdot\mathbf r},\qquad \mathbf Q=\mathbf k-\mathbf k'+\mathbf G. \tag{5}$$

A pair density contains no other wavevectors.

The integral over $\mathbf r'$ turns each plane wave of $\rho^*$ into itself times (3):

$$\int_{\rm all}\rho^*(\mathbf r')\frac{e^{-\mu|\mathbf r-\mathbf r'|}}{|\mathbf r-\mathbf r'|}d\mathbf r'=\frac1V\sum_{\mathbf G'}M^*_{nm}(\mathbf G')\frac{4\pi}{Q'^2+\mu^2}e^{-i\mathbf Q'\cdot\mathbf r},$$

with $\mathbf Q'=\mathbf k-\mathbf k'+\mathbf G'$. The remaining integral over one cell is

$$\int_{\rm cell}\rho(\mathbf r)e^{-i\mathbf Q'\cdot\mathbf r}d\mathbf r=\frac1V\sum_{\mathbf G}M_{nm}(\mathbf G)\int_{\rm cell}e^{i(\mathbf G-\mathbf G')\cdot\mathbf r}d\mathbf r=\frac{M_{nm}(\mathbf G')}{N_k},$$

because the cell integral equals $\Omega\,\delta_{\mathbf G\mathbf G'}$ and $\Omega/V=1/N_k$. The two prefactors multiply to $1/(VN_k)=1/(N_k^2\Omega)$, so the damped energy is

$$E_\mu=-\frac1{N_k^2\Omega}\sum_{\mathbf k\mathbf k'}\sum_{nm}^{\rm occ}\sum_{\mathbf G}\frac{4\pi\,|M_{nm}(\mathbf k,\mathbf k';\mathbf G)|^2}{|\mathbf k-\mathbf k'+\mathbf G|^2+\mu^2}. \tag{6}$$

One factor $1/N_k$ belongs to the average over $\mathbf k$; the other, with $1/\Omega$, forms the volume element of the $\mathbf k'$ integral.

### One wavevector in place of two momenta and a lattice vector

Both momenta lie in the same primitive cell, with opposite faces counted once. Their difference can then be a reciprocal lattice vector only if it is zero, so $\mathbf Q=0$ requires $\mathbf k'=\mathbf k$ and $\mathbf G=0$. Small but non-zero $\mathbf Q$ also occurs when $\mathbf k$ and $\mathbf k'$ lie near opposite faces and $\mathbf G$ brings them together. This is the same singularity seen across a periodic boundary.

To treat both cases at once, continue the orbitals outside the primitive cell by $u_{m,\mathbf k+\mathbf G}=e^{-i\mathbf G\cdot\mathbf r}u_{m\mathbf k}$, which leaves $\psi$ unchanged. Since $\mathbf k'=\mathbf k-\mathbf Q+\mathbf G$, it follows that $u^*_{m\mathbf k'}=e^{i\mathbf G\cdot\mathbf r}u^*_{m,\mathbf k-\mathbf Q}$. The phase cancels the exponential in (4), leaving

$$M_{nm}(\mathbf k,\mathbf k';\mathbf G)=\langle u_{m,\mathbf k-\mathbf Q}|u_{n\mathbf k}\rangle. \tag{7}$$

For fixed $\mathbf k$, the sums over $\mathbf k'$ and $\mathbf G$ visit each point $\mathbf Q$ of the supercell's reciprocal lattice once. Define

$$S(\mathbf k,\mathbf Q)=\sum_{nm}^{\rm occ}|\langle u_{m,\mathbf k-\mathbf Q}|u_{n\mathbf k}\rangle|^2,\qquad \bar S(\mathbf Q)=\frac1{N_k}\sum_{\mathbf k}S(\mathbf k,\mathbf Q).$$

Equation (6) becomes $-V^{-1}\sum_{\mathbf Q}4\pi\bar S(\mathbf Q)/(Q^2+\mu^2)$. The points $\mathbf Q$ have density $V/(2\pi)^3$. Taking the dense-mesh limit first and $\mu\to0$ second gives

$$E_x=-\int\frac{d\mathbf Q}{(2\pi)^3}\,\frac{4\pi\,\bar S(\mathbf Q)}{Q^2}. \tag{8}$$

This is the precise meaning of the double sum with the undamped factor $4\pi/|\mathbf k-\mathbf k'+\mathbf G|^2$.

### The weight

At $\mathbf Q=0$ both functions in (7) belong to the same $\mathbf k$, and orthonormality gives $M_{nm}=\delta_{nm}$. Therefore

$$S(\mathbf k,0)=\sum_{nm}^{\rm occ}|\delta_{nm}|^2=N. \tag{9}$$

There are $N^2$ band pairs, but the $N$ diagonal ones carry the whole weight. The shape of the orbitals, the potential and the material do not enter.

At a band degeneracy the labels may be assigned differently at neighbouring points, and a single overlap need not approach $\delta_{nm}$. The sum still does what is required. With the projector $\hat P_{\mathbf k}=\sum_n^{\rm occ}|u_{n\mathbf k}\rangle\langle u_{n\mathbf k}|$,

$$S(\mathbf k,\mathbf Q)={\rm Tr}\,\hat P_{\mathbf k}\hat P_{\mathbf k-\mathbf Q}, \tag{10}$$

which is unchanged by any unitary mixing of the occupied orbitals at each momentum. The gap makes $\hat P_{\mathbf k}$ continuous, so $S\to N$ as $\mathbf Q\to0$. An implementation should attach the correction to the occupied subspace and need not track bands.

Equation (9) presupposes that the code's pair density at $\mathbf Q=0$ integrates to $\delta_{nm}$. If the orbitals are orthonormal with respect to an overlap operator, as with ultrasoft pseudopotentials, the augmentation charge must be part of $M_{nm}$.

### Why the singularity is integrable

The contribution to the integral in (8) from a ball $Q<q_c$, with the weight set to $N$, is

$$\frac1{(2\pi)^3}\int_0^{q_c}\frac{4\pi N}{q^2}\,4\pi q^2\,dq=\frac{2Nq_c}{\pi}. \tag{11}$$

The volume element cancels the denominator, and the result vanishes with $q_c$.

The same fact justifies $\mu\to0$. For each $n$, the overlaps with an orthonormal set obey $\sum_m|\langle u_{m,\mathbf k-\mathbf Q}|u_{n\mathbf k}\rangle|^2\le1$, so $\bar S\le N$. Near the origin the damped integrand is thus below the integrable function $4\pi N/Q^2$. Away from it, the integrand is at most a constant times $\bar S$, and the integral of $\bar S$ is finite for bounded orbitals, since Parseval's theorem gives $\sum_{\mathbf G}|M_{nm}|^2=\Omega\int_{\rm cell}|u^*_{m\mathbf k'}u_{n\mathbf k}|^2d\mathbf r$. An integrable bound that does not depend on $\mu$ allows the limit under the integral.

The order of limits matters. On a fixed mesh, the $\mathbf Q=0$ term of (6) is $-4\pi N/(V\mu^2)$, which diverges as $\mu\to0$. The infinity comes from representing a small region of $\mathbf Q$ space by the value at its centre; the energy of the infinite crystal contains no such infinity.

### The first correction to the weight

The set of all bands at $\mathbf k-\mathbf Q$ is complete, so the squared overlaps of $u_{n\mathbf k}$ with all of them add to one. What the occupied bands lack is held by the empty bands $c$:

$$S(\mathbf k,\mathbf Q)=N-\sum_n^{\rm occ}\sum_c^{\rm empty}|\langle u_{c,\mathbf k-\mathbf Q}|u_{n\mathbf k}\rangle|^2. \tag{12}$$

For a local potential, $u_{n\mathbf k}$ is an eigenfunction of $H_{\mathbf k}=\tfrac12(-i\nabla+\mathbf k)^2+v(\mathbf r)$, and $\partial H_{\mathbf k}/\partial k_a=p_a$ with $\mathbf p=-i\nabla+\mathbf k$. Differentiate $H_{\mathbf k}u_c=\varepsilon_cu_c$ with respect to $k_a$ and project onto $u_n$. The term with $\partial\varepsilon_c/\partial k_a$ drops out by orthogonality, and

$$\langle u_n|p_a|u_c\rangle+\varepsilon_n\langle u_n|\partial_au_c\rangle=\varepsilon_c\langle u_n|\partial_au_c\rangle,\qquad \langle u_n|\partial_au_c\rangle=\frac{\langle u_n|p_a|u_c\rangle}{\varepsilon_c-\varepsilon_n}.$$

To first order $u_{c,\mathbf k-\mathbf Q}=u_c-\sum_aQ_a\partial_au_c$. Since $\langle u_c|u_n\rangle=0$, each overlap in (12) starts linearly in $\mathbf Q$ and its square starts quadratically:

$$S=N-\sum_{ab}g_{ab}(\mathbf k)Q_aQ_b+\dots,\qquad g_{ab}={\rm Re}\sum_n^{\rm occ}\sum_c^{\rm empty}\frac{\langle u_n|p_a|u_c\rangle\langle u_c|p_b|u_n\rangle}{(\varepsilon_c-\varepsilon_n)^2}. \tag{13}$$

If empty bands are degenerate, they are chosen to be differentiable along $\mathbf Q$; the sum does not depend on that choice. For a non-local potential, $\partial H_{\mathbf k}/\partial k_a$ replaces $p_a$.

Shifting $\mathbf k$ by $\mathbf Q$ in the average of (10) shows that $\bar S(\mathbf Q)=\bar S(-\mathbf Q)$, so the average has no odd orders. In a cubic crystal the averaged tensor is $g\,\delta_{ab}$, and

$$\bar S(\mathbf Q)=N-gQ^2+O(Q^4). \tag{14}$$

Divided by $Q^2$, the second term is finite at the origin. By the same expansion, at a $\mathbf k$ where the occupied bands are non-degenerate, the overlaps between different occupied bands begin linearly in $\mathbf Q$, and their squares divided by $Q^2$ stay finite. Where occupied bands touch, this need not hold for separate pairs of bands. Equation (14) is not affected, because it concerns the sum over the whole occupied subspace.

### Metals

In a metal the number of occupied bands changes across the Fermi surface. With occupations of zero or one, and $N$ now the average number of occupied bands, $\bar S(0)=N$ still holds, $\bar S$ remains bounded, and the singularity remains integrable. However, the fraction of $\mathbf k$ points for which $\mathbf k$ and $\mathbf k-\mathbf Q$ lie on opposite sides of the Fermi surface is proportional to $|\mathbf Q|$ for small $\mathbf Q$. The average then departs from $N$ linearly, (14) fails, and the error laws that Part 2 derives beyond the leading term $-N\chi$ do not apply. With fractional occupations $f_{n\mathbf k}$ in the density matrix, as under smearing, the weight at $\mathbf Q=0$ is the average of $\sum_nf_{n\mathbf k}^2$, which is smaller than the electron count per spin. For free electrons the relative deficit is about $3k_BT/2\varepsilon_F$.

## Part 2. What to store on a finite mesh

### Results carried over

The cell volume is $\Omega$, the mesh has $N_k$ points, $V=N_k\Omega$ is the supercell volume, and $N$ is the number of doubly occupied bands. The wavevectors $\mathbf Q=\mathbf k-\mathbf k'+\mathbf G$ form the reciprocal lattice of the supercell. The average over $\mathbf k$ of the summed squared overlaps between occupied orbitals at $\mathbf k$ and $\mathbf k-\mathbf Q$ is $\bar S(\mathbf Q)$. For a gapped cubic crystal,

$$E_x=-\int\frac{d\mathbf Q}{(2\pi)^3}\frac{4\pi\bar S(\mathbf Q)}{Q^2},\qquad \bar S(\mathbf Q)=N-gQ^2+O(Q^4). \tag{15}$$

The mesh sum without its singular term is

$$E_0=-\frac1V\sum_{\mathbf Q\ne0}\frac{4\pi\bar S(\mathbf Q)}{Q^2}. \tag{16}$$

The value of $\bar S$ at each $\mathbf Q$ is at first taken as converged with respect to the average over $\mathbf k$. The supercell is a cube of side $L$.

### The weight as a sum rule in real space

Let $H(\mathbf s)=\int_{\rm cell}|P(\mathbf r,\mathbf r+\mathbf s)|^2d\mathbf r$, with $P$ the density matrix of one spin. The definition of exchange then reads $E_x=-\int H(\mathbf s)/s\,d\mathbf s$. Comparison with (15), for an arbitrary interaction in place of $1/s$, identifies $\bar S$ as the Fourier transform of $H$:

$$\bar S(\mathbf Q)=\int H(\mathbf s)e^{-i\mathbf Q\cdot\mathbf s}d\mathbf s. \tag{17}$$

At $\mathbf Q=0$ this says $\int H\,d\mathbf s=N$. The same follows from orthonormality in real space: $\int P(\mathbf r,\mathbf r')P(\mathbf r',\mathbf r)d\mathbf r'=P(\mathbf r,\mathbf r)$, whose integral over a cell is $N$. The singular weight is thus the sum rule of the exchange hole, which removes one electron of like spin around each electron.

Expanding the exponential to second order gives $\bar S=N-\tfrac12Q^2\int Hs_x^2\,d\mathbf s+\dots$ for cubic symmetry. Hence

$$g=\frac12\int H(\mathbf s)s_x^2\,d\mathbf s,\qquad \int H(\mathbf s)s^2\,d\mathbf s=6g. \tag{18}$$

A wide exchange hole means a weight that falls quickly with $Q$.

The singularity at $\mathbf Q=0$ is integrable, and orthonormality fixes its weight at $N$, which is also the sum rule of the exchange hole. What remains is to find the error made by leaving the singular term out of a finite mesh sum, to derive the number to store in its place, and to test the result on a model crystal.
